# Plateau and zero-current hysteresis in a regular-solution electrode, part 2

Can a battery electrode show different voltages on filling and emptying even at vanishing current? The model electrode has \(N\) equal host particles, each with \(M\) sites and uniform inside. Particle \(i\) has filled fraction \(x_i\); the charge passed fixes the mean filling \(X\). Ions attract each other, with strength \(\Omega\) in mean field. The free energy per site is
\[
g(x)=\mu_0x+\Omega x(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)].
\]
Energies are counted from \(\mu_0\), so \(\mu_0=0\), and the potential \(\mu=g'\) obeys
\[
\mu(x)=\Omega(1-2x)+kT\ln\frac{x}{1-x},\qquad
g''(x)=\frac{kT}{x(1-x)}-2\Omega .
\]
The elementary charge is 1. Particles exchange ions and share one potential \(\lambda\); the cell voltage is \(-\lambda\) up to a constant, and differences in eV are numerically volts.

For \(\Omega>2kT\), the equilibrium plateau lies at zero potential between fillings \(x_b\) and \(1-x_b\). The curvature vanishes at the spinodal points \(x_s=(1-s)/2\) and \(1-x_s\), with \(s^2=1-2kT/\Omega\). The potential there is \(+\mu_s\) and \(-\mu_s\), where \(\mu_s=\Omega s-2kT\,\mathrm{artanh}\,s\). Their distance is \(\Delta\mu=2\mu_s\), and close to the threshold
\[
\Delta\mu\approx\tfrac43\,\Omega s^3 .
\]
A particle is poor below \(x_s\), rich above \(1-x_s\), and in the middle between them.

The example has \(\Omega=0.10\) eV, \(T=300\) K, \(kT=0.025852\) eV, \(s=0.69495\), \(x_s=0.1525\) and \(x_b=0.0247\).

A single uniform particle under charge control has no hysteresis at vanishing current. In a group, two particles in the middle are unstable; one can rest there, but for large \(N\) only very close to a spinodal point. On filling, all particles advance together to about \(x_s\). A small spread of site energies lets one pass first; it becomes unstable and gains ions while the others lose some. Why does it not stop halfway, and why do the others not follow at once?

**A.** Near \(x_s\) the potential is a parabola. From \(g''\) we get
\[
\mu''(x)=kT\left[\frac1{(1-x)^2}-\frac1{x^2}\right]
=-\frac{kT(1-2x)}{[x(1-x)]^2},
\]
because \(x^2-(1-x)^2=-(1-2x)\). At \(x_s\) we have \(1-2x_s=s\) and \(x_s(1-x_s)=kT/2\Omega\). This gives \(\mu''=-4\Omega^2s/kT\), so
\[
\mu\approx\mu_s-a(x-x_s)^2,\qquad a=\frac{2\Omega^2s}{kT}.
\]
For now take the spread so small that it only fixes the order of the jumps. Let \(n\) poor particles start at \(x_s\) while one has moved on by \(y\). Its own potential has fallen by \(ay^2\). The waiting ones have given up at most \(y/n\) each, so the common potential has fallen by at most \(a(y/n)^2\). For \(n\ge2\) the moving particle is therefore below the common potential as long as the parabola holds, and it keeps drawing ions. In a very small group it can still stop halfway, because the ions run short: with \(n=2\) and no rich particles, the three fillings in the example add up to only \(3x_s=0.46\), too little to make one particle rich. The waiting ones have been pulled back from their spinodal points, so they do not follow.

Further on, for many waiting particles, the common potential stays close to \(\mu_s\). The function \(\mu(x)\) lies below \(\mu_s\) from \(x_s\) until the rich filling \(x_r\), defined by \(\mu(x_r)=\mu_s\) with \(x_r>1-x_s\). The particle runs until it is near \(x_r\). In the example \(x_r=0.9916\), so the jump is \(\Delta x=x_r-x_s=0.8391\). It goes from about 15 percent full to nearly full without resting in between.

**Q.** But you just said that the potential falls after the jump. Then it does not stay at the spinodal value.

**A.** Count the ions. At the first jump \(N-1\) particles supply what one takes. To leading order in \(1/N\) each falls by \(\Delta x/N\), and the potential drops by
\[
a\left(\frac{\Delta x}{N}\right)^2=\frac{2\Omega^2s\,(\Delta x)^2}{kT\,N^2}.
\]
With \(a=0.538\) eV and \(N=100\) this is \(3.8\times10^{-5}\) eV. Solving the ion balance without the expansion gives \(4.0\times10^{-5}\) eV, 6 percent above the law. For \(N=1000\) the excess is 0.6 percent.

At a later jump \(n\) poor particles remain. They lose at most \(\Delta x/n\) each, since the rich ones also return a little when the potential falls. To leading order in \(\Delta x/n\) the drop is then at most \(a(\Delta x/n)^2\); as at the first jump, the terms beyond the parabola can raise it above this value, by a few percent for \(n\) near sixty and by about half for \(n\) near ten in a group of twenty. After it, the small current raises the waiting particles to \(\mu_s\) again, and the next one jumps. The curve is a sawtooth whose tips lie at \(\mu_s\). If a fraction \(\phi<1\) has jumped, \(n=(1-\phi)N\), and the depth of the teeth vanishes as \(1/N^2\). This bound and this law assume a spread negligible compared with the tooth depth; a larger spread deepens the teeth, as shown further on. The last few particles have deeper teeth, but they occupy a share of \(X\) that vanishes as \(1/N\).

**Q.** So on filling you get a second plateau, not at the equilibrium value?

**A.** Yes. For large \(N\) the insertion curve is flat at \(+\mu_s\) while \(X\) goes from \(x_s\) to \(x_r\). Extraction is the mirror image. The replacement \(x\to1-x\) leaves \(g\) unchanged and reverses the sign of \(\mu\). All particles start rich and empty together down to \(1-x_s\). Then one after the other jumps to \(1-x_r\), at the potential \(-\mu_s\). The gap between the two curves is
\[
\Delta\mu=2\mu_s=2\Omega s-4kT\,\mathrm{artanh}\,s .
\]
In the example the potentials are \(+0.0252\) and \(-0.0252\) eV, and the gap is 0.0503 eV, or 50.3 mV in cell voltage. Extraction, with the lower \(\mu\), has the higher voltage.

**Q.** How many particles make "large"?

**A.** Follow the sequence for identical particles that jump singly, and average the gap over total fillings from 0.4 to 0.6. Twenty particles give 0.0473 eV, 6 percent below the limit. A hundred give 0.0502 eV, and a thousand agree with the formula to the digits quoted.

**Q.** You have assumed the order of events and then computed its consequences. Does the order come out if nobody imposes it?

**A.** That needs an equation of motion. I take
\[
\frac{dx_i}{dt}=\frac{x_i(1-x_i)}{kT}\,(\lambda-\mu_i),
\]
with \(\mu_i\) including the particle's own site energy and \(\lambda\) adjusted so that the mean filling changes at a set rate. At zero current \(\sum_i\dot x_i=0\), so
\[
\sum_i\mu_i\dot x_i=\sum_i(\mu_i-\lambda)\dot x_i
=-\sum_i\frac{x_i(1-x_i)}{kT}(\lambda-\mu_i)^2\le0 .
\]
The free energy can only fall, as relaxation demands.

For twenty particles with site energies spread over 0.001 eV, the gap is 0.0495, 0.0462 and 0.0447 eV at rates of \(10^{-3}\), \(10^{-4}\) and \(10^{-5}\) per time unit of this equation. The imposed sequence with the same site energies gives 0.0443 eV. The slowest run lies 0.9 percent above it; the test allowed 5 percent. At none of the three rates is more than one particle found between fillings 0.3 and 0.7 at a time.

**Q.** Any resistance also gives a gap that shrinks with the current. Perhaps you stopped too early.

**A.** Two controls speak against that. At the rate \(10^{-4}\) a single particle with the same \(\Omega\) has a gap of \(2.1\times10^{-5}\) eV. Twenty particles with \(\Omega=1.5kT\) show the same small value. This is the resistive part of the equation of motion for particles near half filling. Summing the equation over \(i\) shows that \(\lambda\) exceeds the mobility-weighted mean of the \(\mu_i\) by \(kT\) times the rate, divided by the mean of \(x_i(1-x_i)\), and the gap contains this twice. In a group of poor and rich particles that mean is several times smaller than \(1/4\), so the resistive part there is about \(10^{-4}\) eV. The twenty particles above threshold have a gap of 0.046 eV at that rate, about two thousand times the value of the controls and several hundred times their own resistive part. Both ingredients are necessary: attraction above \(2kT\), and more than one particle. They do not guarantee a gap in a group of only a few particles, to which the formula for large \(N\) does not apply.

The excess over the imposed sequence at that rate, about 0.002 eV, is much larger than the resistive part. My conjecture is that a particle leaves its spinodal point slowly, and the potential lingers near the tip of the tooth meanwhile.

**Q.** Something else bothers me. Twenty identical particles gave 0.0473 eV, and twenty slightly different ones give 0.0443 eV. Why does so small a spread matter?

**A.** Because the waiting particles no longer stand exactly at their spinodal points. Let particle \(i\) wait at a potential \(e_i\) below its own tip, hence at a distance \(\sqrt{e_i/a}\) from \(x_s\). If the common potential drops by \(d\), it releases \(\sqrt{(e_i+d)/a}-\sqrt{e_i/a}\). For given \(d\) this is less than the \(\sqrt{d/a}\) released when \(e_i=0\). To supply the same number of ions, \(d\) must be larger. The same holds for every part of the supply that has not yet been refilled by the current, so the whole tooth lies lower. This argument neglects the small contribution of the rich particles. As \(N\) grows at fixed spread, each particle has to supply less, and the teeth still shrink. What remains then is a tilt of the plateau by about the spread itself, as the thresholds are passed in order, and a small loss of gap. At half filling fewer than half of the particles have jumped in either direction, so both plateaus lie slightly inward, and for a spread of 0.001 eV the gap is smaller by about \(1.5\times10^{-4}\) eV.

**Q.** Suppose I switch the current off halfway. Does the electrode not relax to the equilibrium plateau?

**A.** A jump under way is completed. After that all particles are poor or rich, or one rests very near a spinodal point, and the state is a local minimum. Within this description nothing drives it further. The potential stays within one tooth of the insertion plateau, so the gap can be read at open circuit. The equilibrium state has a lower free energy, but reaching it requires particles to go over a barrier.

**Q.** Then energy must be lost in each cycle, although the current is as good as zero. Where?

**A.** In the jumps. For large \(N\) a jumping particle takes up \(\Delta x\) ions per site at the potential \(\mu_s\), worth \(\mu_s\Delta x\), while its own free energy changes by \(g(x_r)-g(x_s)\). The free energy lost per site is
\[
q=\mu_s\Delta x-[g(x_r)-g(x_s)]=\int_{x_s}^{x_r}[\mu_s-\mu(x)]\,dx>0 .
\]
The current sets how often jumps occur, not how much each one loses.

Compare this with the loop. Filling from \(1-x_r\) to \(x_r\) costs the work
\[
W_{\rm in}=g(x_s)-g(1-x_r)+\mu_s\Delta x .
\]
Emptying back returns the integral of \(\mu\) from \(1-x_s\) to \(x_r\), plus \(-\mu_s\) times the plateau length \((1-x_s)-(1-x_r)=\Delta x\):
\[
W_{\rm out}=g(x_r)-g(1-x_s)-\mu_s\Delta x .
\]
By symmetry \(g(1-x_r)=g(x_r)\) and \(g(1-x_s)=g(x_s)\), so
\[
W_{\rm in}-W_{\rm out}=2\mu_s\Delta x-2[g(x_r)-g(x_s)]=2q .
\]
After a full cycle the electrode is in its old state, and this net work has left as heat. In the example \(2q=0.0468\) eV per site. The loop area of the sequence with a thousand particles agrees within 0.1 percent.

**Q.** You said "over a barrier". Thermal motion crosses barriers. If I wait long enough, your gap should close.

**A.** It should. The gap belongs to a current that is slow compared with exchange between particles and fast compared with thermal escape. The question is how wide that window is.

Let the common potential be \(\mu_s-\varepsilon\). With \(y=x-x_s\), the poor minimum lies at \(y=-\delta\) and the top of the barrier at \(y=+\delta\), where \(a\delta^2=\varepsilon\). At fixed potential the barrier per site is the integral of \(\mu(x)-(\mu_s-\varepsilon)\) between them:
\[
\int_{-\delta}^{\delta}(\varepsilon-ay^2)\,dy
=2\varepsilon\delta-\frac{2a\delta^3}{3}
=\frac43\,\varepsilon\delta
=\frac{4\,\varepsilon^{3/2}}{3\sqrt a}.
\]
A particle that moves as a whole has \(M\) times this barrier. Let \(B\) be the barrier that can just be crossed in the available time. Escape then begins at
\[
\varepsilon=\left(\frac{3B\sqrt a}{4M}\right)^{2/3}
\]
below the spinodal potential. I choose \(B=40kT=1.034\) eV and \(M=10^6\). With \(\sqrt a=0.733\), in units of \(\sqrt{\text{eV}}\), this gives \(\varepsilon=6.9\times10^{-5}\) eV. Both plateaus move inward by that amount, and the gap shrinks by 0.3 percent. This figure holds only if a particle of that size really has to cross as a whole.

**Q.** And for tiny particles?

**A.** There the hysteresis disappears. The barrier at the equilibrium potential is \(g(1/2)-g(x_b)=0.00767\) eV per site. It reaches \(40kT\) for roughly \(1.034/0.00767\approx135\) sites. This is an estimate, since the large-number entropy is not exact for so small a particle. With fewer sites, particles cross in both directions within the chosen time even at the equilibrium potential, and the electrode follows its equilibrium curve. For such small particles this curve is not exactly flat: the step in filling is spread over a few \(kT/M\), so the plateau itself fades when \(M\) becomes very small.

**Q.** Then large particles are the safe case.

**A.** Not without limit, because I kept each particle uniform. In a real host with short-ranged attraction a particle can fill by a boundary that sweeps through it. That costs an energy proportional to the area of the boundary, whereas the uniform path costs one proportional to the volume. In a large enough particle the boundary is cheaper. The particle can then leave its poor state before \(\mu_s\) is reached, and the gap is smaller than the formula says. The formula is meant for particles too small to hold a boundary cheaply and too large to be carried over the barrier by heat. Such a range of sizes need not exist. For nearest-neighbour attraction on a simple cubic lattice, in mean field and with our \(\Omega\) and \(T\), a flat boundary costs only about 0.013 eV per site of its area. It is cheaper than the uniform barrier once \(M^{1/3}>0.013/0.00767\), that is, above about five sites, far below 135. A continuum estimate of the critical nucleus then reaches \(40kT\) near a potential of 0.008 eV, which would give a gap of roughly 0.016 eV instead of 0.050 eV. The formula, and the example with \(M=10^6\), therefore need a host in which something else, such as long-ranged attraction or elastic strain, makes a boundary much more costly; otherwise it is only an upper limit for the gap.

**Q.** So what would persuade you that a measured gap has this origin and not another?

**A.** Within this model there are three signs. The gap should level off at a finite value as the current is reduced, as long as the current stays fast compared with thermal escape. It should be absent for a single small particle under charge control. And it should narrow on heating. Without thermal escape it would vanish where \(2kT\) reaches \(\Omega\), near that point as \(\tfrac43\Omega s^3\); since the barrier per site also goes to zero there, particles of finite size lose the gap somewhat earlier. A real host need not have the symmetric \(g(x)\) used here. The two plateaus then need not lie symmetrically about the equilibrium one, but if its own \(\mu(x)\) has one local maximum and one local minimum, the same reasoning places them there. The remaining figures for the example are in the numerical output.

## Computed results

```
temperature: 300 K
thermal energy kT: 0.025852 eV
interaction Omega: 0.10 eV
threshold 2kT: 0.051704 eV
ratio Omega/kT: 3.8682
plateau ends (equilibrium): 0.0247 and 0.9753
lattice sum, sites: 2000
lattice sum, filling at mu = -10kT/M: 0.0247
lattice sum, filling at mu = +10kT/M: 0.9753
spinodal parameter s: 0.69495
artanh(s): 0.85747
spinodal fillings: 0.1525 and 0.8475
insertion potential mu_s: 0.02516 eV
extraction potential: -0.02516 eV
zero-current gap, formula: 0.05032 eV
zero-current voltage gap: 50.32 mV
zero-current gap, numerical extrema: 0.05032 eV
near-threshold law (4/3) Omega s^3 here: 0.04475 eV
rich filling at mu_s: 0.9916
composition jump: 0.8391
first drop, N = 100: 4.018e-05 eV, law 3.786e-05 eV
first drop, N = 1000: 3.808e-07 eV, law 3.786e-07 eV
quasi-static mean gap, N = 20: 0.04726 eV
quasi-static mean gap, N = 100: 0.05024 eV
quasi-static mean gap, N = 1000: 0.05032 eV
mean gaps are taken over total filling 0.4 to 0.6
time integration: N = 20, site-energy spread 0.001 eV
rate 1e-03 per time unit: gap 0.04946 eV, most particles crossing at once 1
rate 1e-04 per time unit: gap 0.04615 eV, most particles crossing at once 1
rate 1e-05 per time unit: gap 0.04468 eV, most particles crossing at once 1
quasi-static gap, same 20 particles: 0.04429 eV
control, one particle, rate 1e-4: gap 2.10e-05 eV
control, Omega = 1.5kT, N = 20, rate 1e-4: gap 2.10e-05 eV
heat per site and cycle, jumps: 0.04684 eV
heat per site and cycle, loop area N = 1000: 0.04681 eV
barrier per site at mu0: 0.007666 eV
barrier per site at mu0, lattice sum: 0.007681 eV
sites for a barrier of 40kT at mu0: 135
fold coefficient a: 0.5376 eV
escape shift, 1e6 sites, barrier 40kT: 6.86e-05 eV
```
